# Direct transmission into a cylindrical via one diameter deep

## Problem

A cylindrical via has radius $R$, a flat bottom and depth $H=2R$. Neutral atoms cross its mouth uniformly, with the cosine law: the flux per unit solid angle through a horizontal surface is $(\Gamma_0/\pi)\cos\theta$, where $\theta$ is the angle from the vertical. Integrated over the downward hemisphere this gives $\Gamma_0$, the flux on the open surface beside the via. Atoms fly without collisions.

**(a)** What fraction $F$ of the entering atoms reaches the bottom without touching the wall?

**(b)** How does the direct flux differ between the centre and the edge of the bottom?

**(c)** Ruthenium is sputtered into a via 100 nm wide and 100 nm deep. The open surface grows at 10 nm/min, in argon at 3 mTorr and 300 K. Find the direct growth rate at the bottom and judge what the direct model leaves out.

## Hints

1. Can the wall block a straight line between a mouth point and a bottom point?
2. Write the transfer between two small areas, one on each disk. Both surface cosines are $H/s$, where $s$ is their distance.
3. Fix a bottom point first and integrate over the mouth, beginning with the azimuth.
4. When averaging over the bottom, use the squared radius as variable and look for the derivative of a square root.
5. Keep the mouth radius $m$ separate from $R$ until the end. The second variation needs it.

## Solution

### The transfer integral

A cylinder is convex, so every straight segment between mouth and bottom stays inside it and nothing is blocked. From a mouth element $dA$, a bottom element $dA'$ fills the solid angle $(H/s)\,dA'/s^2$. The transfer rate is therefore

$$
\frac{\Gamma_0}{\pi}\,\frac{H}{s}\,\frac{H}{s^3}\,dA\,dA'
=\Gamma_0\,\frac{H^2}{\pi s^4}\,dA\,dA' .
$$

Dividing by $\Gamma_0\,dA'$ and integrating over the mouth gives the local direct flux at a bottom point, relative to the open surface:

$$
f(\rho)=\frac1\pi\int_{\rm mouth}\frac{H^2}{s^4}\,dA ,
$$

where $\rho$ is the distance of the point from the axis. For equal disks, the entering rate is $\Gamma_0\pi R^2$ and the bottom area is also $\pi R^2$. The required fraction $F$ is thus the area average of $f$.

### Integration over the mouth

For a mouth element at radius $r$ and relative azimuth $\phi$,

$$
s^2=a-b\cos\phi,\qquad a=H^2+\rho^2+r^2,\qquad b=2\rho r .
$$

Here $a-b=H^2+(\rho-r)^2>0$. With $t=\tan(\phi/2)$, one has $\cos\phi=(1-t^2)/(1+t^2)$ and $d\phi=2\,dt/(1+t^2)$, so

$$
\int_{-\pi}^{\pi}\frac{d\phi}{a-b\cos\phi}
=\int_{-\infty}^{\infty}\frac{2\,dt}{(a-b)+(a+b)t^2}
=\frac{2\pi}{\sqrt{a^2-b^2}} .
$$

Applying $-\partial/\partial a$ to both sides gives

$$
\int_{-\pi}^{\pi}\frac{d\phi}{(a-b\cos\phi)^2}
=\frac{2\pi a}{(a^2-b^2)^{3/2}} .
$$

Now insert $dA=r\,dr\,d\phi$ and set $v=r^2$, so that $2r\,dr=dv$:

$$
f(\rho)=H^2\int_0^{m^2}\frac{v+H^2+\rho^2}{D(v)^{3/2}}\,dv,
$$

$$
D(v)=(v+H^2+\rho^2)^2-4\rho^2v
=v^2+2(H^2-\rho^2)v+(H^2+\rho^2)^2 .
$$

An antiderivative is

$$
g(v)=\frac12\left[1-\frac{H^2+\rho^2-v}{\sqrt{D(v)}}\right].
$$

To verify it, use $D'/2=v+H^2-\rho^2$:

$$
g'(v)=\frac{D+(H^2+\rho^2-v)(H^2-\rho^2+v)}{2D^{3/2}} .
$$

The product is $H^4-(\rho^2-v)^2=H^4-\rho^4+2\rho^2v-v^2$. Adding $D$ leaves $2H^2(v+H^2+\rho^2)$, so $g'$ is the required integrand. Since $\sqrt{D(0)}=H^2+\rho^2$, also $g(0)=0$. Hence

$$
f(\rho)=\frac12\left[1-\frac{H^2+\rho^2-m^2}
{\sqrt{(H^2+\rho^2+m^2)^2-4\rho^2m^2}}\right].
$$

### Average over the bottom

Put $u=\rho^2$ and $Q(u)=(u+H^2+m^2)^2-4m^2u$. Then

$$
\frac{d\sqrt Q}{du}=\frac{u+H^2+m^2-2m^2}{\sqrt Q}
=\frac{u+H^2-m^2}{\sqrt Q},
$$

which is the fraction in $f$. The average is therefore

$$
\bar f=\frac1{R^2}\int_0^{R^2}f\,du
=\frac{R^2-\sqrt{Q(R^2)}+\sqrt{Q(0)}}{2R^2}.
$$

With $\sqrt{Q(0)}=H^2+m^2$ and $S=R^2+m^2+H^2$,

$$
\bar f=\frac{S-\sqrt{S^2-4R^2m^2}}{2R^2}.
$$

For $m=R$, $S=2R^2+H^2$ and $S^2-4R^4=(S-2R^2)(S+2R^2)=H^2(H^2+4R^2)$. Thus

$$
F=\frac{2R^2+H^2-H\sqrt{H^2+4R^2}}{2R^2}
=\left(\frac{\sqrt{H^2+4R^2}-H}{2R}\right)^2 .
$$

Expanding the square confirms the last equality. At $H=2R$, the root is $2\sqrt2\,R$, and

$$
\boxed{F=(\sqrt2-1)^2=3-2\sqrt2\simeq0.1716}
$$

Numerical quadrature of the original surface integral gives 0.17157288, in agreement with this formula.

Two limits show how depth acts. For $H\ll R$, the bracket is $1-H/(2R)$ to first order, so $F\simeq1-H/R$. For $H\gg R$, put $e=R^2/H^2$. Then $\sqrt{1+4e}-1\simeq2e-2e^2$, and the bracket becomes $(H/R)(e-e^2)=(R/H)(1-e)$. Squaring gives

$$
F\simeq\frac{R^2}{H^2}\left(1-\frac{2R^2}{H^2}\right).
$$

At $H/R=20$ this gives 0.0024875, against 0.0024876 by quadrature. At $H=2R$ it would give 0.125, so the present via is not deep enough for the two-term limit.

### Centre and edge

With $m=R$, the centre value is

$$
f(0)=\frac12\left[1-\frac{H^2-R^2}{H^2+R^2}\right]
=\frac{R^2}{H^2+R^2}=\frac15 .
$$

At the edge the square root is again $H\sqrt{H^2+4R^2}$, so

$$
f(R)=\frac12\left[1-\frac{H}{\sqrt{H^2+4R^2}}\right]
=\frac12\left(1-\frac1{\sqrt2}\right)\simeq0.146 .
$$

The edge receives about 27 percent less than the centre. The number $F$ is an average and does not describe a uniform film.

### The ruthenium via

If each atom sticks where it first lands and the film density is the same everywhere, growth rates are proportional to fluxes. At the start of deposition,

$$
0.1716\times10\ \mathrm{nm/min}\simeq1.72\ \mathrm{nm/min}
$$

on average, with 2.00 nm/min at the centre and 1.46 nm/min at the edge.

**Wall re-emission.** Let every surface in the via hold an arriving atom with probability $\sigma$ and otherwise re-emit it with the cosine law. Divide the wall into rings and treat the bottom as one further patch. The relative arriving fluxes obey

$$
J_i=V_{i0}+(1-\sigma)\sum_jV_{ij}J_j ,
$$

where $V_{i0}$ and $V_{ij}$ are the view factors from patch $i$ to the mouth and to patch $j$. The bottom value of $J$ is also the ratio of bottom growth to open-surface growth, because $\sigma$ multiplies both. It is 0.185 for $\sigma=0.9$, 8 percent above the direct value, and 0.284 for $\sigma=0.5$, 66 percent above it. Tracing 800,000 random atoms gives 0.185 and 0.285. The direct result is thus a fair estimate for sticking near one and a poor one for weakly sticking species.

**Ions.** Suppose 5 percent of the flux consists of vertical ions that all stick and remove no film. They all reach the bottom, and the transmission becomes $0.95\times0.1716+0.05=0.213$, an increase of 24 percent.

**Gas collisions.** The estimate $\lambda=k_BT/(\sqrt2\,\pi d^2p)$, with an assumed collision diameter $d=0.36$ nm, gives a mean free path of 18 mm. The chance of scattering over the via depth is about $6\times10^{-6}$. This is an order of magnitude, since $d$ and the speeds of Ru and Ar are treated crudely. Collisions above the wafer matter in another way: they alter the angular distribution at the mouth.

**Surface diffusion.** Let $n$ and $N$ be the adatoms and islands per site, and let $c$ be the deposited coverage in monolayers. A simple nucleation model, with capture factors set to one, is

$$
\frac{dn}{dc}=1-2Mn^2-MnN,\qquad \frac{dN}{dc}=Mn^2 .
$$

Here $M$ is one quarter of the number of hops per monolayer time. An assumed barrier of 0.60 eV and attempt rate of $10^{13}$ s$^{-1}$ give 833 hops per second. These values hold at 300 K. A bottom monolayer, taken as 0.214 nm high, needs 7.48 s, so $M\simeq1560$. At $c=0.1$ the island spacing $0.27\ \mathrm{nm}/\sqrt N$, with an assumed site spacing of 0.27 nm, is 1.6 nm. With capture factors set to one, this spacing is a rough length scale only. An adatom wanders a distance of this order before it stops, either by pairing with another adatom or by joining an island. In this model, pairing has removed $2N\simeq0.058$ of the 0.1 monolayer deposited, which is more than half. Only adatoms landing about this close to the wall are likely to reach it. A rim strip of that width covers about $2\times1.6/50$, or 6 percent, of the bottom. Not every adatom in the strip reaches the wall, so the share that does is smaller, a few percent. For the assumed barrier, this estimate makes exchange of adatoms with the wall a local edge effect. A lower barrier would widen the strip.

**Limits of the example.** The pressure, growth rate and via size are illustrative. For a via with another ratio of depth to radius, the formula for general $H/R$ replaces 0.1716. Besides sticking, three assumptions should be checked for a real reactor: the cosine law, the absence of ions and the fixed shape. For the settings chosen here, each moves the result by 20 to 40 percent when changed alone, as the ion estimate above and the variations below show. These changes have different signs and cannot simply be added.

## Variation 1: a more directed source

*The total entering flux is unchanged, but its distribution per unit solid angle is proportional to $\cos^2\theta$. What fraction now arrives directly?*

Atoms travelling at angle $\theta$ move sideways by $H\tan\theta$ on the way down. Those that reach the bottom entered through the overlap of two circles whose centres are this far apart. Put $q=H\tan\theta/(2R)$. The overlap consists of two circular segments of half-angle $\beta=\arccos q$, each with area $R^2(\beta-\sin\beta\cos\beta)$. Division by $\pi R^2$ gives the fraction passed,

$$
T(\theta)=\frac2\pi\left[\arccos q-q\sqrt{1-q^2}\right],\qquad q\le1,
$$

and $T=0$ for $q>1$. For a flux proportional to $\cos^n\theta$, the normalized weight in $\theta$ is $(n+1)\sin\theta\cos^n\theta$, so

$$
F_n=(n+1)\int_0^{\arctan(2R/H)}\sin\theta\,\cos^n\theta\;T(\theta)\,d\theta .
$$

For $n=1$ and $H=2R$, numerical integration returns 0.17157288, a second route to the main result. For $n=2$ it gives 0.237, which is 38 percent more. The sign follows from the weights: their ratio is $\tfrac32\cos\theta$, which favours small angles, and $T$ falls with angle because $dT/dq=-(4/\pi)\sqrt{1-q^2}$.

## Variation 2: a mouth narrowed by the film

*After $t=10$ nm has grown on the open surface, what is the direct flux at the bottom? Use the cosine source and unit sticking.*

Consider a facet at the rim, tilted by $\alpha$ from the horizontal. Project the part of the sky it sees from the unit sphere onto the facet plane. The projection is a half disk of area $\pi/2$ plus a half ellipse of area $(\pi/2)\cos\alpha$. Multiplying by $\Gamma_0/\pi$ gives the flux $\Gamma_0(1+\cos\alpha)/2$.

The facet therefore advances by $t/2+(t/2)\cos\alpha$ from the old corner. Planes at these distances are all tangent to a circle of radius $t/2$ whose centre lies $t/2$ above that corner. The lip reaches inward by $t/2$, at height $t/2$. This treats the rim as straight, which requires $t\ll R$, and ignores changes in shadowing as the lip grows.

The new mouth radius is $m=50-5=45$ nm. At its initial rate the bottom would have risen by 1.72 nm. The falling flux makes the true rise slightly smaller, but this hardly changes the result, so we take the gap as $100+5-1.72=103.28$ nm. Using these values for $m$ and $H$ in the unequal-disk formula, with $R=50$ nm, gives

$$
\bar f\simeq0.136 .
$$

This is the flux at that moment relative to the open surface, about one fifth below its initial value. The estimate omits the wall film below the lip and the shadow of the rounded shoulder above its narrowest point, so the third digit of $\bar f$ carries no weight. It shows that $3-2\sqrt2$ describes the start of deposition, and that its use for a thick film needs the changing shape.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Direct mean transmission, formula: 0.17157288
Direct mean, surface quadrature: 0.17157288
Direct mean, angular overlap: 0.17157288
Direct mean, traced atoms: 0.1716
Number of traced atoms: 800000
Local transmission at centre: 0.20000
Local transmission at edge: 0.14645
Deep via H/R = 20, quadrature: 0.00248758
Deep via H/R = 20, two-term limit: 0.00248750
Via diameter: 100 nm
Via depth: 100 nm
Open-field Ru growth rate: 10.0 nm/min
Mean direct bottom rate: 1.716 nm/min
Centre direct rate: 2.000 nm/min
Edge direct rate: 1.464 nm/min
Bottom/open flux, sticking 0.9: 0.1848
  same from traced atoms: 0.1846
  change from direct value: +7.7 percent
Bottom/open flux, sticking 0.5: 0.2841
  same from traced atoms: 0.2847
  change from direct value: +65.6 percent
Transmission for cos^2 source: 0.2372
  change: +38.3 percent
Assumed vertical ion fraction: 5 percent
Transmission with these ions: 0.2130
  change: +24.1 percent
Open-field film for narrowing estimate: 10 nm
Narrowed mouth radius: 45.0 nm
Mouth-to-bottom gap then: 103.28 nm
Bottom/open flux then: 0.1363
  change: -20.5 percent
Argon pressure: 3.0 mTorr
Temperature: 300 K
Assumed collision diameter: 0.36 nm
Gas mean free path: 18.0 mm
Scattering chance over via depth: 5.6e-06
Assumed hopping barrier: 0.60 eV
Assumed attempt rate: 1e+13 1/s
Assumed layer height: 0.214 nm
Assumed site spacing: 0.27 nm
Adatom hop rate: 833 1/s
Time per bottom monolayer: 7.48 s
Island spacing at 0.1 monolayer: 1.59 nm
```
